# Straight and Via-Nucleus Field Coupling of Nonlocal Pseudopotentials: test program

```python
# RESULT UNDER TEST
# A nonlocal kernel V(r,r') centred on a nucleus R is coupled to a field by
#   straight path:    V_S = V exp(-i int_{r'->r} A.dl)
#   via the nucleus:  V_N = V exp(-i int_{r'->R->r} A.dl)
# Claim: V_N = V_S exp(-i Phi), Phi = flux through the triangle r'->R->r->r';
# for uniform B, Phi = B.(s x s')/2 with s = r-R, s' = r'-R.
# Atomic units inside (electron charge -1, kinetic term (p+A)^2/2, B = curl A);
# printed energies are in eV and lengths in angstrom.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import erf, eval_legendre, lpmv

HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
TESLA = const.physical_constants['atomic unit of mag. flux density'][0]

# ---------- 1. Loop integral against flux, in three dimensions ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = (nodes + 1) / 2, weights / 2


def line_integral(potential, start, end):
    points = start + nodes[:, None] * (end - start)
    return weights @ (potential(points) @ (end - start))


nucleus = np.array([0.4, -0.3, 0.2])
r = nucleus + np.array([1.1, 0.3, -0.4])
rp = nucleus + np.array([-0.2, 1.3, 0.5])
s, sp = r - nucleus, rp - nucleus
B_vec = np.array([0.3, -0.5, 0.8])
moment = np.array([0.2, 0.7, -0.4])
smooth = 0.3


def chi(p):
    return np.sin(p[0]) * p[1] + p[2]**2 * p[0]


def grad_chi(p):
    x, y, z = p.T
    return np.stack([np.cos(x) * y + z**2, np.sin(x), 2 * z * x], axis=1)


def A_uniform(p):
    return 0.5 * np.cross(B_vec, p)


def A_dipole(p):
    d = p - nucleus
    return np.cross(moment, d) / ((d**2).sum(1) + smooth**2)[:, None]**1.5


def B_dipole(p):  # analytic curl of A_dipole
    d = p - nucleus
    d2 = (d**2).sum(1)[:, None]
    f = (d2 + smooth**2)**-1.5
    slope = -3 * (d2 + smooth**2)**-2.5
    return moment * (2 * f + d2 * slope) - d * (d @ moment)[:, None] * slope


def triangle_flux(field):
    total = 0.0
    for u, wu in zip(nodes, weights):
        points = nucleus + u * (s + nodes[:, None] * (sp - s))
        total += wu * u * (weights @ (field(points) @ np.cross(s, sp)))
    return total


def path_phases(potential):
    straight = line_integral(potential, rp, r)
    via = (line_integral(potential, rp, nucleus)
           + line_integral(potential, nucleus, r))
    return straight, via


flux_uniform = 0.5 * B_vec @ np.cross(s, sp)
flux_dipole = triangle_flux(B_dipole)
for A, flux in ((A_uniform, flux_uniform), (A_dipole, flux_dipole)):
    straight, via = path_phases(A)
    straight_g, via_g = path_phases(lambda p: A(p) + grad_chi(p))
    assert abs(via - straight - flux) < 1e-9
    assert abs(via_g - straight_g - flux) < 1e-9
    assert abs(straight_g - straight - chi(r) + chi(rp)) < 1e-9
    assert abs(via_g - via - chi(r) + chi(rp)) < 1e-9
dipole_straight, dipole_via = path_phases(A_dipole)
assert abs(dipole_via) < 1e-12 and abs(dipole_straight) > 1e-3
centred = path_phases(lambda p: 0.5 * np.cross(B_vec, p - nucleus))
assert abs(centred[1]) < 1e-12 and abs(centred[0]) > 1e-3

# ---------- 2. Angular form of the first-order difference ----------
cos_t, w_t = np.polynomial.legendre.leggauss(10)
phi = 2 * np.pi * np.arange(20) / 20
C, F = [g.ravel() for g in np.meshgrid(cos_t, phi, indexing='ij')]
W = np.repeat(w_t, 20) * 2 * np.pi / 20
X, Y = np.sqrt(1 - C**2) * np.cos(F), np.sqrt(1 - C**2) * np.sin(F)
labels = [(l, m) for l in range(5) for m in range(-l, l + 1)]
harm = np.array([lpmv(abs(m), l, C) * np.exp(1j * m * F)
                 for l, m in labels]).T
harm /= np.sqrt(W @ abs(harm)**2)
cos_gamma = np.clip(np.outer(X, X) + np.outer(Y, Y) + np.outer(C, C), -1, 1)
cross_z = np.outer(X, Y) - np.outer(Y, X)
angular_error = 0.0
for l in range(4):
    kernel = (-1j * cross_z * (2 * l + 1) / (4 * np.pi)
              * eval_legendre(l, cos_gamma))
    found = (harm.conj() * W[:, None]).T @ kernel @ (harm * W[:, None])
    expected = np.diag([m * ((k == l + 1) / (2 * l + 3)
                             - (k == l - 1) / (2 * l - 1))
                        for k, m in labels])
    angular_error = max(angular_error, abs(found - expected).max())
assert angular_error < 1e-11

# ---------- 3. Zeeman shift of a p level in a spherical atom ----------
core_A, sigma_A, D_eV = 0.5, 0.5, 20.0
core, sigma, D = core_A / BOHR, sigma_A / BOHR, D_eV / HARTREE
expo = 0.01 * 2.2**np.arange(10)
pair = expo[:, None] + expo[None, :]
t, wt = np.polynomial.legendre.leggauss(600)
t, wt = (t + 1) / 2, wt / 2
rad, w_rad = 50 * t**2, 100 * t * wt
gauss = np.exp(-np.outer(expo, rad**2))
overlap = np.pi**1.5 * pair**-2.5
kinetic = 5 * overlap * np.outer(expo, expo) / pair
local = 8 * np.pi / 3 * (gauss * (w_rad * rad**4 * -erf(rad / core) / rad)
                         ) @ gauss.T
norm = 1 / np.sqrt(np.diag(overlap))
scale = np.outer(norm, norm)
damped = expo + 1 / (2 * sigma**2)
AC = np.outer(damped, damped)


def p_level(field, straight_path):
    """Level m=+1 in functions (x+iy)exp(-a s^2); full kernel phase kept."""
    H = (kinetic + local + field / 2 * overlap
         + field**2 * overlap / (4 * pair))
    if straight_path:
        H = H - (D / (np.pi**1.5 * sigma**3) * np.pi / np.sqrt(AC)
                 * np.pi**2 * field / (4 * (AC + field**2 / 16)**2))
    energy, vec = eigh(H * scale, overlap * scale)
    return energy[0], vec[:, 0] * norm


step = 1e-4
g_straight = (p_level(step, True)[0] - p_level(-step, True)[0]) / step
g_nucleus = (p_level(step, False)[0] - p_level(-step, False)[0]) / step
E_p, coef = p_level(0.0, True)
radial_p = np.sqrt(8 * np.pi / 3) * rad * (coef @ gauss)
projector = np.exp(-rad**2 / (2 * sigma**2))
projector /= np.sqrt(w_rad @ (projector**2 * rad**2))
I_overlap = w_rad @ (projector * radial_p * rad**3)
g_formula = 1 - D * I_overlap**2 / 3
assert abs(w_rad @ (radial_p**2 * rad**2) - 1) < 1e-9
assert abs(g_straight - g_formula) < 1e-6
assert abs(g_nucleus - 1) < 1e-6

# ---------- 4. Two-dimensional crystal, Landau gauge A = (0, Bx) ----------
n = 8
a_A, well_eV, width_A, sig_A, Ds_eV, Dp_eV = 4.0, 30.0, 0.8, 0.5, -5.0, 10.0
a, width, sig = a_A / BOHR, width_A / BOHR, sig_A / BOHR
h = a / n
axis = np.arange(n) * h - a / 2
well_1d = sum(np.exp(-(axis + j * a)**2 / (2 * width**2))
              for j in range(-2, 3))
well = -well_eV / HARTREE * np.outer(well_1d, well_1d).ravel()
dx, dy = [g.ravel() for g in np.meshgrid(np.arange(-3, 4),
                                        np.arange(-3, 4), indexing='ij')]
sx, sy = dx * h, dy * h
b_s = np.exp(-(sx**2 + sy**2) / (2 * sig**2))
b_p = (sx + 1j * sy) * b_s
b_s = b_s / np.linalg.norm(b_s)
b_p = b_p / np.linalg.norm(b_p)
K_broken = (Ds_eV * np.outer(b_s, b_s)
            + Dp_eV * np.outer(b_p, b_p.conj())) / HARTREE
K_symmetric = K_broken.real  # restores time reversal


def crystal(cells, field, k, kernel, path):
    """Magnetic cell of `cells` unit cells along x, Bloch vector k."""
    N, site = cells * n, np.arange(cells * n * n)
    ix, iy = np.divmod(site, n)
    hop = -1 / (2 * h**2)
    H = np.zeros((N * n, N * n), complex)
    wrap_x = (ix == N - 1) * cells * a * (k[0] - field * iy * h)
    H[site, ((ix + 1) % N) * n + iy] += hop * np.exp(1j * wrap_x)
    phase_y = field * ix * h * h + (iy == n - 1) * k[1] * a
    H[site, ix * n + (iy + 1) % n] += hop * np.exp(1j * phase_y)
    H = H + H.conj().T
    H[site, site] += 2 / h**2 + np.tile(well, cells)
    for cell in range(cells):
        Rx, Ry = (cell * n + n // 2) * h, n // 2 * h
        x, y = Rx + sx, Ry + sy
        if path == 'straight':
            theta = field * (x[:, None] + x) / 2 * (y[:, None] - y)
        else:
            theta = field * ((x + Rx) / 2 * (Ry - y)
                             + ((Rx + x) / 2 * (y - Ry))[:, None])
        p = (cell * n + n // 2 + dx) * n + n // 2 + dy
        H[np.ix_(p, p)] += kernel * np.exp(-1j * theta)
    return H


def energy_per_cell(cells, sign, kernel, path):
    field = sign * 2 * np.pi / (cells * a**2)
    H = crystal(cells, field, (0, 0), kernel, path)
    return eigh(H, eigvals_only=True,
                subset_by_index=[0, cells - 1]).sum() / cells


def zero_field(kernel, mesh=12):
    """Zone average of the periodic first-order difference, and the gap."""
    w = -0.5j * (np.outer(sx, sy) - np.outer(sy, sx)) * kernel
    p = (n // 2 + dx) * n + n // 2 + dy
    total, tops, bottoms = 0.0, [], []
    for i in range(mesh):
        for j in range(mesh):
            k = 2 * np.pi / a * np.array([i, j]) / mesh
            e, v = np.linalg.eigh(crystal(1, 0.0, k, kernel, 'straight'))
            psi = v[p, 0]
            total += (psi.conj() @ w @ psi).real / mesh**2
            tops.append(e[0])
            bottoms.append(e[1])
    return total, min(bottoms) - max(tops)


slope_bloch, gap = zero_field(K_broken)
slope_sym, gap_sym = zero_field(K_symmetric)
assert gap > 0.05 and gap_sym > 0.05
assert abs(slope_bloch) > 1e-4 and abs(slope_sym) < 1e-10

slope_flux, moments, even_diff = {}, {}, {}
for q in (6, 12):
    B_q = 2 * np.pi / (q * a**2)
    for path in ('nucleus', 'straight'):
        odd = (energy_per_cell(q, 1, K_broken, path)
               - energy_per_cell(q, -1, K_broken, path)) / (2 * B_q)
        moments[q, path] = -2 * odd  # Bohr magneton = 1/2 atomic unit
    slope_flux[q] = -(moments[q, 'nucleus'] - moments[q, 'straight']) / 2
    even_diff[q] = (energy_per_cell(q, 1, K_symmetric, 'nucleus')
                    - energy_per_cell(q, 1, K_symmetric, 'straight'))
err = {q: abs(slope_flux[q] / slope_bloch - 1) for q in (6, 12)}
ratio = even_diff[6] / even_diff[12]
assert err[12] < 1e-2 and err[12] < 0.5 * err[6]
assert abs(even_diff[12]) > 1e-9 and 3.6 < ratio < 4.4

# ---------- Output ----------
B_T = 10.0
B_lab = B_T / TESLA
zeeman = B_lab / 2 * HARTREE
print('PATHS AND FLUX')
print(f'uniform field, test triangle: flux phase = {flux_uniform:.6f} rad')
print(f'smoothed dipole at R: flux phase = {flux_dipole:.6f} rad')
print(f'  straight-path integral = {dipole_straight:.6f} rad')
print(f'  via-nucleus integral = {abs(dipole_via):.1e} rad (magnitude)')
print(f'right triangle, legs 1 angstrom, {B_T:.0f} T: phase = '
      f'{0.5 * B_lab / BOHR**2:.4e} rad')
print(f'angular identity, l = 0 to 3: largest error = {angular_error:.1e}')
print('ATOM MODEL')
print(f'core softening length = {core_A} angstrom')
print(f's-projector width = {sigma_A} angstrom, strength D = {D_eV} eV')
print(f'p level at zero field = {E_p * HARTREE:.4f} eV')
print(f'overlap integral I = {I_overlap * BOHR:.5f} angstrom')
print(f'Zeeman factor g, via nucleus, finite field = {g_nucleus:.6f}')
print(f'Zeeman factor g, straight, finite field = {g_straight:.6f}')
print(f'Zeeman factor g, straight, formula = {g_formula:.6f}')
print(f'm=+1 linear shift at {B_T:.0f} T, via nucleus = {zeeman:.5e} eV')
print(f'm=+1 linear shift at {B_T:.0f} T, straight = '
      f'{zeeman * g_formula:.5e} eV')
print('CRYSTAL MODEL')
print(f'cell edge = {a_A} angstrom, grid = {n} x {n} points per cell')
print(f'well depth = {well_eV} eV, well width = {width_A} angstrom')
print(f'projector width = {sig_A} angstrom, on 7 x 7 grid points')
print(f's strength = {Ds_eV} eV, m=+1 strength = {Dp_eV} eV')
print(f'gap above the filled band = {gap * HARTREE:.4f} eV')
print(f'moment difference (nucleus - straight), zero-field Bloch = '
      f'{-2 * slope_bloch:.6f} mu_B/cell')
for q in (6, 12):
    print(f'one flux quantum per {q} cells: B = '
          f'{2 * np.pi / (q * a**2) * TESLA:.1f} T')
    print(f'  moment via nucleus = {moments[q, "nucleus"]:.6f} mu_B/cell')
    print(f'  moment straight = {moments[q, "straight"]:.6f} mu_B/cell')
    print(f'  moment difference = {-2 * slope_flux[q]:.6f} mu_B/cell')
    print(f'  relative deviation from Bloch value = {err[q]:.2e}')
    print(f'  time-reversal-symmetric crystal: E_N - E_S = '
          f'{even_diff[q] * HARTREE:.5e} eV/cell')
print(f'symmetric crystal: first-order slope = {abs(slope_sym):.1e} a.u.')
print(f'symmetric crystal: ratio of differences, B doubled = {ratio:.4f}')
print('ALL CHECKS PASSED')
```

It prints:

```
PATHS AND FLUX
uniform field, test triangle: flux phase = 0.814000 rad
smoothed dipole at R: flux phase = -0.640185 rad
  straight-path integral = 0.640185 rad
  via-nucleus integral = 1.7e-17 rad (magnitude)
right triangle, legs 1 angstrom, 10 T: phase = 7.5963e-05 rad
angular identity, l = 0 to 3: largest error = 3.9e-16
ATOM MODEL
core softening length = 0.5 angstrom
s-projector width = 0.5 angstrom, strength D = 20.0 eV
p level at zero field = -3.3502 eV
overlap integral I = -0.18006 angstrom
Zeeman factor g, via nucleus, finite field = 1.000000
Zeeman factor g, straight, finite field = 0.971635
Zeeman factor g, straight, formula = 0.971635
m=+1 linear shift at 10 T, via nucleus = 5.78838e-04 eV
m=+1 linear shift at 10 T, straight = 5.62419e-04 eV
CRYSTAL MODEL
cell edge = 4.0 angstrom, grid = 8 x 8 points per cell
well depth = 30.0 eV, well width = 0.8 angstrom
projector width = 0.5 angstrom, on 7 x 7 grid points
s strength = -5.0 eV, m=+1 strength = 10.0 eV
gap above the filled band = 15.2532 eV
moment difference (nucleus - straight), zero-field Bloch = 0.242843 mu_B/cell
one flux quantum per 6 cells: B = 4308.0 T
  moment via nucleus = 0.000049 mu_B/cell
  moment straight = -0.242767 mu_B/cell
  moment difference = 0.242816 mu_B/cell
  relative deviation from Bloch value = 1.12e-04
  time-reversal-symmetric crystal: E_N - E_S = -1.23628e-04 eV/cell
one flux quantum per 12 cells: B = 2154.0 T
  moment via nucleus = 0.000050 mu_B/cell
  moment straight = -0.242787 mu_B/cell
  moment difference = 0.242837 mu_B/cell
  relative deviation from Bloch value = 2.80e-05
  time-reversal-symmetric crystal: E_N - E_S = -3.09088e-05 eV/cell
symmetric crystal: first-order slope = 3.6e-20 a.u.
symmetric crystal: ratio of differences, B doubled = 3.9998
ALL CHECKS PASSED
```
